# Oxygen Coverage Transitions and the Free Energy of a Metal Surface, part 1

(Sections cited here and not found follow in the second part.)

## First half: the surface free energy and its transitions

A ruthenium liner in an interconnect is annealed while traces of oxygen are present. Oxygen atoms bind to the exposed metal face, and the amount bound depends on temperature and on oxygen pressure. The problem is to find the free energy of that face as a function of the oxygen chemical potential, and to find from a table of adsorption energies where one ordered oxygen layer replaces another.

The surface is a periodic array of adsorption sites, each with area \(A\). The coverage \(\theta\) is the number of oxygen atoms per site. The metal is thick enough to have a bulk interior, its surface cell keeps the bulk lattice constant, and oxygen can be exchanged with a gas of O\(_2\). Temperature is \(T\), pressure is \(p\), and \(k\) is Boltzmann's constant.

### (a) Express the surface free energy through quantities that a slab calculation supplies.

**Solution.** Take a slab with two faces. Its surface cell contains \(n\) sites, so each face of the cell has area \(nA\). The cell holds \(N_M\) metal atoms and \(N_O=n\theta\) oxygen atoms, all of the oxygen on the front face. Let \(G(N_M,N_O)\) be the Gibbs free energy of this cell.

A surface free energy is the cost of having a surface when the atoms could instead be in their reservoirs. The reservoir of metal atoms is the bulk metal, with free energy \(g_M\) per atom. The reservoir of oxygen has chemical potential \(\mu_O\) per atom. The excess belongs to both faces:

\[
nA(\gamma+\gamma_{\rm back})=G(N_M,N_O)-N_Mg_M-N_O\mu_O .
\]

For the same slab without oxygen,

\[
nA(\gamma_{\rm clean}+\gamma_{\rm back})=G(N_M,0)-N_Mg_M .
\]

If the slab is thick enough for the back face not to notice the oxygen, \(\gamma_{\rm back}\) is the same in both lines. Subtraction removes it, and removes \(N_Mg_M\) because the two slabs contain equal numbers of metal atoms:

\[
nA(\gamma-\gamma_{\rm clean})=G(N_M,N_O)-G(N_M,0)-N_O\mu_O .
\]

If the oxygen layer expelled or took up metal atoms, the numbers would differ and a term in \(g_M\) would remain.

Three approximations turn the free-energy difference into an energy difference. The \(pV\) terms of the solids are dropped: an atomic volume times \(p\), divided by \(kT\), equals the atomic volume divided by the volume per gas molecule, which is a very small ratio in a dilute gas. Thermal vibrations are dropped, while zero-point energies are kept. Each ordered layer is treated as perfect, so it has no configurational entropy. The last two approximations are examined in part (i).

Let \(E_{\rm slab}\) denote slab energies and \(E_{{\rm O}_2}\) the energy of an isolated molecule, all at 0 K with zero-point energies. The mean adsorption energy per oxygen atom is

\[
E(\theta)=\frac{E_{\rm slab}(N_M,N_O)-E_{\rm slab}(N_M,0)-\tfrac12N_OE_{{\rm O}_2}}{N_O}.
\]

It is negative when the layer is bound relative to O\(_2\). Measure the chemical potential from the same reference,

\[
\Delta\mu=\mu_O-\tfrac12E_{{\rm O}_2}.
\]

The energy difference between the slabs is \(N_OE(\theta)+\tfrac12N_OE_{{\rm O}_2}\). Therefore

\[
nA(\gamma-\gamma_{\rm clean})
=N_OE+\tfrac12N_OE_{{\rm O}_2}-N_O\left(\Delta\mu+\tfrac12E_{{\rm O}_2}\right)
=N_O(E-\Delta\mu).
\]

The molecular reference cancels, as it must. Dividing by \(nA\), using \(N_O/n=\theta\), and defining the adsorption energy per site \(\varepsilon(\theta)=\theta E(\theta)\), we obtain for one given layer

\[
\boxed{\gamma(\Delta\mu)=\gamma_{\rm clean}+\frac{\varepsilon(\theta)-\theta\,\Delta\mu}{A}}.
\]

The oxygen layer lowers the surface free energy when \(E(\theta)<\Delta\mu\), that is, when an atom is on average better off on the surface than in the gas.

### (b) What does the slope of \(\gamma\) against \(\Delta\mu\) measure, and does the answer survive when the layer is disordered?

**Solution.** For one perfect layer the boxed expression is a straight line in \(\Delta\mu\), with slope \(-\theta/A\). The clean surface is a horizontal line, and denser layers give steeper descending lines.

For a disordered surface, sum over all its arrangements \(s\). Arrangement \(s\) has \(N_s\) oxygen atoms and free energy \(F_s\), which may depend on temperature but not on \(\Delta\mu\). At fixed temperature the grand partition function and grand potential are

\[
\Xi=\sum_s e^{-(F_s-N_s\Delta\mu)/kT},\qquad \Omega=-kT\ln\Xi .
\]

Differentiating the exponential brings down \(N_s/kT\), so

\[
\frac{d\Omega}{d\Delta\mu}
=-\frac{kT}{\Xi}\sum_s\frac{N_s}{kT}e^{-(F_s-N_s\Delta\mu)/kT}
=-\langle N\rangle .
\]

With \(\langle N\rangle=n\langle\theta\rangle\) and area \(nA\), this gives the Gibbs adsorption equation at fixed temperature,

\[
\frac{d\gamma}{d\Delta\mu}=-\frac{\langle\theta\rangle}{A}.
\]

A second differentiation gives

\[
\frac{d^2\Omega}{d\Delta\mu^2}
=-\frac{d\langle N\rangle}{d\Delta\mu}
=-\frac{\langle N^2\rangle-\langle N\rangle^2}{kT}\le0 .
\]

The variance cannot be negative. Hence the equilibrium coverage cannot fall when the oxygen potential is raised at fixed temperature. This also fixes the order in which layers may appear: from low coverage to high.

### (c) Given \(\varepsilon\) for several candidate layers, find the transitions and decide which layers ever appear.

**Solution.** At a given \(\Delta\mu\) the equilibrium layer is the one with the lowest \(\gamma\). Since \(\gamma_{\rm clean}\) and \(A\) are common to all candidates, it minimizes \(\varepsilon-\theta\Delta\mu\). Layers \(i\) and \(j\), with \(\theta_i<\theta_j\), are equally good when

\[
\varepsilon_i-\theta_i\Delta\mu=\varepsilon_j-\theta_j\Delta\mu .
\]

Collecting the terms in \(\Delta\mu\) gives

\[
\boxed{\Delta\mu_{ij}=\frac{\varepsilon_j-\varepsilon_i}{\theta_j-\theta_i}}.
\]

This is the energy of the added atoms, divided by their number. It differs from the mean adsorption energy of the denser layer. With \(\varepsilon=\theta E\),

\[
\Delta\mu_{ij}
=\frac{\theta_jE_j-\theta_iE_i}{\theta_j-\theta_i}
=\frac{(\theta_j-\theta_i)E_j+\theta_i(E_j-E_i)}{\theta_j-\theta_i}
=E_j+\frac{\theta_i}{\theta_j-\theta_i}(E_j-E_i).
\]

The two agree when the starting surface is clean, \(\theta_i=0\). When binding weakens with coverage, \(E_j>E_i\), and the transition needs a higher potential than \(E_j\). The atoms added last must pay both for their own weaker binding and for weakening the binding of those already present.

A crossing of two lines is a real transition only if no third line lies below it. Consider layer \(j\) between a less dense layer \(i\) and a denser layer \(k\). Layer \(j\) beats \(i\) for \(\Delta\mu>\Delta\mu_{ij}\), and beats \(k\) for \(\Delta\mu<\Delta\mu_{jk}\). Both can hold only if \(\Delta\mu_{ij}<\Delta\mu_{jk}\). Put \(a=\theta_j-\theta_i\) and \(b=\theta_k-\theta_j\), both positive. Then

\[
\frac{\varepsilon_j-\varepsilon_i}{a}<\frac{\varepsilon_k-\varepsilon_j}{b}
\quad\Longleftrightarrow\quad
b\varepsilon_j-b\varepsilon_i<a\varepsilon_k-a\varepsilon_j ,
\]

and, after the terms in \(\varepsilon_j\) are collected,

\[
\varepsilon_j<\frac{b\,\varepsilon_i+a\,\varepsilon_k}{a+b}.
\]

The right side is the height at \(\theta_j\) of the straight chord joining \(i\) to \(k\). It is also the energy per site of a surface divided into large patches of \(i\) and \(k\) with the same total coverage, if the patch boundaries are neglected.

Layer \(j\) has a window of stability when the largest \(\Delta\mu_{ij}\) over all less dense layers is below the smallest \(\Delta\mu_{jk}\) over all denser ones. That is the chord condition for every pair \(i,k\). The stable layers are therefore the vertices of the lower convex hull of the points \((\theta,\varepsilon)\), and the transition potentials are the slopes of its edges. The statement concerns the candidates supplied: an omitted layer with lower energy would change the hull.

### (d) Up to what oxygen potential is the metal itself stable?

**Solution.** Let the bulk oxide be MO\(_x\), with free energy \(g_{\rm ox}\) per metal atom. Turning one bulk metal atom into oxide takes \(x\) oxygen atoms from the reservoir and changes the free energy by \(g_{\rm ox}-g_M-x\mu_O\). The metal is stable if this is positive:

\[
\Delta\mu<\Delta\mu_{\rm ox}=\frac{g_{\rm ox}-g_M}{x}-\tfrac12E_{{\rm O}_2}.
\]

Above this limit a thick piece of metal gains free energy in proportion to its volume by oxidizing, whereas any surface cost grows only with its area. The formula for \(\gamma\) can still describe a layer on metal that has not yet oxidized, but such a state is at best metastable.

### (e) Calculate the adsorption energies and transition potentials for a model of oxygen on close-packed ruthenium.

Each oxygen atom has site energy \(E_s=-2.70\) eV. Pairs of atoms at distances \(a\), \(\sqrt3a\) and \(2a\) add \(V_1=0.20\), \(V_2=0.05\) and \(V_3=-0.02\) eV, where \(a\) is now the lattice constant. These are round parameters in the rough regime of oxygen on ruthenium, and they are not the result of an electronic-structure calculation. The candidates are the clean surface, p(2×2)-O, √3×√3-O, p(2×1)-O, √3×√3-2O, (2×2)-3O and (1×1)-O.

**Solution.** On a triangular lattice every site has six neighbours in each of the three shells. If an occupied site has on average \(z_s\) occupied neighbours in shell \(s\), the number of pairs per site is \(m_s=\tfrac12\theta z_s\); the half prevents double counting. Then

\[
\varepsilon=\theta E_s+m_1V_1+m_2V_2+m_3V_3 .
\]

In p(2×2)-O, \(\theta=\tfrac14\) and the closest atoms are \(2a\) apart, so \((z_1,z_2,z_3)=(0,0,6)\) and \((m_1,m_2,m_3)=(0,0,\tfrac34)\). In √3×√3-O, \(\theta=\tfrac13\), the closest atoms are \(\sqrt3a\) apart and the next are \(3a\) apart. This gives \((0,1,0)\).

In p(2×1)-O every second row is full, so \(\theta=\tfrac12\). An atom has two first neighbours in its row. Of its six second neighbours, four are in the adjacent empty rows and two are in the next full rows. All six third neighbours are occupied. Hence \((m_1,m_2,m_3)=(\tfrac12,\tfrac12,\tfrac32)\).

The dense layers are easier to count through their vacancies. Let \(\eta=1-\theta\), and write each occupation as one minus a vacancy number. The product for a pair is \((1-h)(1-h')=1-h-h'+hh'\). There are three pairs per site in each shell, so

\[
m_s=3(1-2\eta)+m_s^{\rm vac},
\]

where \(m_s^{\rm vac}\) counts vacancy pairs. For √3×√3-2O, \(\eta=\tfrac13\) and the result is \((1,2,1)\). For (2×2)-3O, \(\eta=\tfrac14\) and it is \((\tfrac32,\tfrac32,\tfrac94)\). For (1×1)-O it is \((3,3,3)\). The energies per site, in eV, are

\[
\begin{aligned}
\varepsilon_{1/4}&=-0.675-0.015=-0.690,\\
\varepsilon_{1/3}&=-0.900+0.050=-0.850,\\
\varepsilon_{1/2}&=-1.350+0.100+0.025-0.030=-1.255,\\
\varepsilon_{2/3}&=-1.800+0.200+0.100-0.020=-1.520,\\
\varepsilon_{3/4}&=-2.025+0.300+0.075-0.045=-1.695,\\
\varepsilon_1&=-2.700+0.600+0.150-0.060=-2.010 .
\end{aligned}
\]

At \(\theta=\tfrac13\), the chord from p(2×2)-O to p(2×1)-O has height \(\tfrac23(-0.690)+\tfrac13(-1.255)=-0.878\) eV. The √3×√3-O layer lies 0.028 eV per site above it and is excluded. In terms of the pair energies this excess is

\[
V_2-\frac{V_1+V_2}{6}-V_3=\frac{5V_2-V_1}{6}-V_3 .
\]

Thus second-neighbour repulsion and third-neighbour attraction both act against this layer. The same expression holds for √3×√3-2O relative to its chord from \(\theta=\tfrac12\) to \(\tfrac34\), so that layer is excluded by the same 0.028 eV.

The remaining transitions are

\[
\begin{aligned}
0\to\tfrac14:&\quad E_s+3V_3=-2.76\ {\rm eV},\\
\tfrac14\to\tfrac12:&\quad E_s+3V_3+2(V_1+V_2)=-2.26\ {\rm eV},\\
\tfrac12\to\tfrac34:&\quad E_s+3V_3+4(V_1+V_2)=-1.76\ {\rm eV},\\
\tfrac34\to1:&\quad E_s+3V_3+6(V_1+V_2)=-1.26\ {\rm eV}.
\end{aligned}
\]

They increase, as the hull requires. The mean adsorption energy of (1×1)-O is \(-2.01\) eV, which is 0.75 eV below the potential at which that layer appears.

To test whether the candidate list was adequate, all occupations of 127 periodic cells with up to 12 sites were enumerated. At 0.002 eV below and above each transition, the minimum of \(\varepsilon-\theta\Delta\mu\) was at the coverage and energy predicted here. Larger cells were not covered by this search.

## Second half: the gas, the anneal and the neglected effects

The coverage \(\theta\) counts oxygen atoms per site of area \(A\), and \(\varepsilon\) is the adsorption energy per site. The oxygen potential \(\Delta\mu\) is measured per atom from half an O\(_2\) molecule at 0 K. The first half gave

\[
\gamma=\gamma_{\rm clean}+\frac{\varepsilon-\theta\Delta\mu}{A},
\qquad
\Delta\mu_{ij}=\frac{\varepsilon_j-\varepsilon_i}{\theta_j-\theta_i}.
\]

For the model with site energy \(E_s=-2.70\) eV and pair energies \(V_1=0.20\), \(V_2=0.05\), \(V_3=-0.02\) eV, the stable sequence is clean, p(2×2)-O, p(2×1)-O, (2×2)-3O and (1×1)-O. The transitions are at \(-2.76\), \(-2.26\), \(-1.76\) and \(-1.26\) eV. The metal is stable against bulk oxide for \(\Delta\mu<\Delta\mu_{\rm ox}\).

### (f) Find \(\Delta\mu\) for O\(_2\) gas at temperature \(T\) and pressure \(p\).

The surface free energy is now known as a function of the oxygen potential \(\Delta\mu\), and the model's stable layers and transition potentials have been found. It remains to relate \(\Delta\mu\) to the temperature and pressure of O\(_2\) gas, apply the result to the anneal, and examine the neglected effects.
